# Real Contact Area and Load for Exponentially Distributed Pad Asperities: a program that tests the result

```python
# Greenwood-Williamson contact of a rigid flat wafer with a rough elastic pad.
# Result under test: for summit heights with density exp(-z/s)/s, z >= 0, and
# separation d >= 0, real contact area = load / p_r, p_r = E* sqrt(s/(pi R)).
# Symbols: E* effective modulus, R tip radius, s height scale, n asperities
# per area, d separation, delta = z - d overlap of one asperity.
# Units: micrometre and MPa, hence force in micronewton.
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc, erfc

young, poisson = 100.0, 0.3
R, s, n = 50.0, 2.0, 200.0e-6
E_eff = young / (1 - poisson**2)
pressures = [0.010, 0.020, 0.040]


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# ---- closed formulas to be tested ----
p_r = E_eff * np.sqrt(s / (np.pi * R))
p_lim = np.sqrt(np.pi) * n * E_eff * np.sqrt(R) * s**1.5
area_lim = np.pi * n * R * s


def area_one(delta):
    return np.pi * R * delta


def force_one(delta):
    return 4 / 3 * E_eff * np.sqrt(R) * delta**1.5


# ---- single contact: elastic displacement from the point-load kernel ----
overlap = s
a = np.sqrt(R * overlap)
p0 = 2 * E_eff * a / (np.pi * R)


def contact_pressure(r_squared):
    return p0 * np.sqrt(max(0.0, 1 - r_squared / a**2))


def displacement_inside(r):
    def along_ray(angle):
        edge = -r*np.cos(angle) + np.sqrt(a**2 - (r*np.sin(angle))**2)
        return quad(lambda q: contact_pressure(
            r*r + q*q + 2*r*q*np.cos(angle)), 0, edge, epsrel=1e-9)[0]
    return 2 * quad(along_ray, 0, np.pi, epsrel=1e-8)[0] / (np.pi * E_eff)


hertz_error = 0.0
for fraction in (0.0, 0.3, 0.6, 0.9):
    r = fraction * a
    required = overlap - r*r / (2*R)
    hertz_error = max(hertz_error, abs(displacement_inside(r)/required - 1))
assert hertz_error < 1e-6
load_sum = quad(lambda r: 2*np.pi*r*contact_pressure(r*r), 0, a)[0]
assert close(load_sum, force_one(overlap), 1e-7)
for ratio in (1.05, 1.2, 1.4):
    r_out = ratio * a
    u_out = 2 * dblquad(
        lambda t, q: q*contact_pressure(q*q)
        / np.sqrt(r_out**2 + q*q - 2*r_out*q*np.cos(t)),
        0, a, 0, np.pi, epsrel=1e-6)[0] / (np.pi * E_eff)
    assert u_out - (overlap - r_out**2/(2*R)) > 1e-4 * overlap


# ---- sums over asperities by quadrature over the height density ----
def total(law, density, d, low, high):
    """n times the height integral of law(delta), using delta = x^2."""
    start, stop = np.sqrt(max(0.0, low - d)), np.sqrt(high - d)
    return n * quad(lambda x: 2*x*law(x*x)*density(d + x*x),
                    start, stop, epsabs=0, epsrel=1e-10, limit=300)[0]


def exponential(z):
    return np.exp(-z / s) / s


def exp_total(law, d):
    return total(law, exponential, d, 0.0, max(d, 0.0) + 45*s)


for d in (0.0, 0.5*s, 2*s, 5*s):
    assert close(exp_total(area_one, d), area_lim*np.exp(-d/s), 1e-8)
    assert close(exp_total(force_one, d), p_lim*np.exp(-d/s), 1e-8)
    assert close(exp_total(force_one, d)/exp_total(area_one, d), p_r, 1e-8)
mean_radius = np.sqrt(np.pi * R * s) / 2
radius_quad = (exp_total(lambda q: np.sqrt(R*q), 2*s)
               / exp_total(lambda q: 1.0, 2*s))
assert close(radius_quad, mean_radius, 1e-8)

# ---- random asperities, no height integral ----
rng = np.random.default_rng(12345)
heights = rng.exponential(s, 2_000_000)
sampled = []
for d in (0.0, s, 2*s, 3*s):
    touching = heights[heights > d] - d
    sampled.append(force_one(touching).sum() / area_one(touching).sum())
    assert close(sampled[-1], p_r, 0.01)  # sampling error below about 0.3 %


# ---- other contact laws: softened force beyond a yield overlap, perimeter ----
def force_soft(delta):
    if delta <= s:
        return force_one(delta)
    return force_one(s) * (1 + 1.5*(delta - s)/s)


def perimeter(delta):
    return 2*np.pi*np.sqrt(R*delta)


soft = [exp_total(force_soft, d)/exp_total(area_one, d) for d in (0, s, 3*s)]
edge = [exp_total(perimeter, d)/exp_total(force_one, d) for d in (0, s, 3*s)]
assert max(soft)/min(soft) - 1 < 1e-7
assert max(edge)/min(edge) - 1 < 1e-7
assert soft[0] < 0.999 * p_r


# ---- fractional-integral identities behind the converse, Gaussian density ----
def normal(z):
    return np.exp(-z*z/2) / np.sqrt(2*np.pi)


def g_area(d):
    return normal(d) - d*erfc(d/np.sqrt(2))/2


def half_integral(function, d):
    return 2/np.sqrt(np.pi) * quad(lambda x: function(d + x*x), 0,
                                   np.sqrt(12 - d), epsabs=1e-11,
                                   epsrel=1e-9)[0]


for d in (-0.5, 0.7):
    second = quad(lambda z: (z-d)*normal(z), d, 12)[0]
    load = quad(lambda z: (z-d)**1.5*normal(z), d, 12)[0] / gamma(2.5)
    once = half_integral(g_area, d)
    twice = half_integral(lambda y: half_integral(g_area, y), d)
    assert close(g_area(d), second, 1e-7)
    assert close(once, load, 1e-7)
    assert close(twice, quad(g_area, d, 12)[0], 1e-6)

# ---- beyond the exponential range: every asperity already touches ----
beyond = []
for t in (0.5, 1.0, 2.0):
    p_real = exp_total(force_one, -t*s) / exp_total(area_one, -t*s)
    formula = p_r * np.exp(t) * gammaincc(2.5, t) / (1 + t)
    assert close(p_real, formula, 1e-7)
    beyond.append((t, exp_total(force_one, -t*s), p_real))
assert beyond[1][2] > 1.05 * p_r

# ---- comparison of height distributions at equal nominal pressure ----
cutoff = 5*s


def gaussian(z):
    return normal(z / s) / s


def truncated(z):
    return exponential(z) / (1 - np.exp(-cutoff/s))


cases = {
    "exponential": (exponential, 0.0, 60*s, 0.0, 12*s),
    "Gaussian": (gaussian, -10*s, 10*s, -2*s, 6*s),
    "cut exponential": (truncated, 0.0, cutoff, 0.0, cutoff*(1 - 1e-5)),
}
table, exponent = {}, {}
for name, (density, low, high, d_min, d_max) in cases.items():
    rows = []
    for p in pressures:
        d = brentq(lambda y: np.log(total(force_one, density, y, low, high)/p),
                   d_min, d_max, xtol=1e-11)
        rows.append((d, total(area_one, density, d, low, high)))
    table[name] = rows
    exponent[name] = (np.log(rows[2][1]/rows[0][1])
                      / np.log(pressures[2]/pressures[0]))
for p, (d, fraction) in zip(pressures, table["exponential"]):
    assert close(d, s*np.log(p_lim/p), 1e-7)
    assert close(fraction, p/p_r, 1e-7)
for p, (d, fraction) in zip(pressures, table["cut exponential"]):
    t = (cutoff - d)/s
    assert close(p/fraction, p_r*gammainc(2.5, t)/gammainc(2, t), 1e-7)
assert abs(exponent["exponential"] - 1) < 1e-7
assert abs(exponent["Gaussian"] - 1) > 0.005
assert abs(exponent["cut exponential"] - 1) > 0.005

# ---- printed numbers ----
print(f"Young modulus E = {young:.1f} MPa, Poisson ratio = {poisson:.2f}")
print(f"effective modulus E* = {E_eff:.3f} MPa")
print(f"tip radius R = {R:.1f} um, height scale s = {s:.1f} um")
print(f"asperity density n = {n*1e6:.0f} per mm^2")
print(f"Hertz displacement, largest relative error = {hertz_error:.1e}")
print(f"mean real pressure p_r = {p_r:.4f} MPa")
print(f"limit of nominal pressure p_lim = {p_lim:.4f} MPa")
print(f"real area fraction at that limit = {100*area_lim:.3f} %")
print(f"mean contact radius = {mean_radius:.3f} um")
print(f"mean contact radius / R = {mean_radius/R:.4f}")
print(f"mean force per contact = {p_lim/n/1000:.4f} mN")
for name, rows in table.items():
    for p, (d, fraction) in zip(pressures, rows):
        print(f"{name}, p = {1000*p:.0f} kPa: d = {d:.3f} um, "
              f"area = {100*fraction:.4f} %, p_real = {p/fraction:.3f} MPa")
    print(f"{name}: area-load exponent, 10 to 40 kPa = {exponent[name]:.4f}")
for p, (d, fraction) in zip(pressures, table["exponential"]):
    density_touching = n*1e6*np.exp(-d/s)
    print(f"exponential, p = {1000*p:.0f} kPa: contacts = "
          f"{density_touching:.3f} per mm^2, "
          f"spacing = {1000/np.sqrt(density_touching):.0f} um")
for k, value in enumerate(sampled):
    print(f"random asperities, d = {k} s: p_real = {value:.3f} MPa")
print(f"softened force law, yield overlap = {s:.1f} um: "
      f"p_real = {soft[0]:.4f} MPa at d = 0, {soft[2]:.4f} MPa at d = 3 s")
print(f"perimeter per load = {edge[0]:.5f} um/uN at d = 0, "
      f"{edge[2]:.5f} um/uN at d = 3 s")
for t, p, p_real in beyond:
    print(f"past the limit, d = -{t:.1f} s: p = {p:.4f} MPa, "
          f"p_real = {p_real:.3f} MPa, p_real/p_r = {p_real/p_r:.4f}")
print("all tests passed")
```

Printed output:

```
Young modulus E = 100.0 MPa, Poisson ratio = 0.30
effective modulus E* = 109.890 MPa
tip radius R = 50.0 um, height scale s = 2.0 um
asperity density n = 200 per mm^2
Hertz displacement, largest relative error = 6.7e-16
mean real pressure p_r = 12.3998 MPa
limit of nominal pressure p_lim = 0.7791 MPa
real area fraction at that limit = 6.283 %
mean contact radius = 8.862 um
mean contact radius / R = 0.1772
mean force per contact = 3.8955 mN
exponential, p = 10 kPa: d = 8.711 um, area = 0.0806 %, p_real = 12.400 MPa
exponential, p = 20 kPa: d = 7.325 um, area = 0.1613 %, p_real = 12.400 MPa
exponential, p = 40 kPa: d = 5.939 um, area = 0.3226 %, p_real = 12.400 MPa
exponential: area-load exponent, 10 to 40 kPa = 1.0000
Gaussian, p = 10 kPa: d = 3.296 um, area = 0.1303 %, p_real = 7.674 MPa
Gaussian, p = 20 kPa: d = 2.726 um, area = 0.2498 %, p_real = 8.005 MPa
Gaussian, p = 40 kPa: d = 2.099 um, area = 0.4759 %, p_real = 8.405 MPa
Gaussian: area-load exponent, 10 to 40 kPa = 0.9344
cut exponential, p = 10 kPa: d = 6.648 um, area = 0.1137 %, p_real = 8.795 MPa
cut exponential, p = 20 kPa: d = 5.842 um, area = 0.2096 %, p_real = 9.540 MPa
cut exponential, p = 40 kPa: d = 4.913 um, area = 0.3914 %, p_real = 10.220 MPa
cut exponential: area-load exponent, 10 to 40 kPa = 0.8917
exponential, p = 10 kPa: contacts = 2.567 per mm^2, spacing = 624 um
exponential, p = 20 kPa: contacts = 5.134 per mm^2, spacing = 441 um
exponential, p = 40 kPa: contacts = 10.268 per mm^2, spacing = 312 um
random asperities, d = 0 s: p_real = 12.395 MPa
random asperities, d = 1 s: p_real = 12.392 MPa
random asperities, d = 2 s: p_real = 12.384 MPa
random asperities, d = 3 s: p_real = 12.377 MPa
softened force law, yield overlap = 2.0 um: p_real = 10.4493 MPa at d = 0, 10.4493 MPa at d = 3 s
perimeter per load = 0.01429 um/uN at d = 0, 0.01429 um/uN at d = 3 s
past the limit, d = -0.5 s: p = 1.2364 MPa, p_real = 13.119 MPa, p_real/p_r = 1.0580
past the limit, d = -1.0 s: p = 1.7983 MPa, p_real = 14.311 MPa, p_real/p_r = 1.1541
past the limit, d = -2.0 s: p = 3.1629 MPa, p_real = 16.780 MPa, p_real/p_r = 1.3532
all tests passed
```
